# Dopant solubility under biaxial compression: which work term counts

## Problem

A substitutional dopant in a cubic crystal has relaxation volume $\Delta V=-0.015\ \mathrm{nm^3}$: exchanging one host atom for one dopant atom shrinks the stress-free crystal by that volume, equally along all three axes. A thin film of the crystal is compressed by 1 GPa along both in-plane axes $x$ and $y$. Its surface, normal to $z$, is free. The temperature is 1000 °C.

The chemical potentials of dopant and host atoms are held at the values they have without stress. If the dopant is ionised, the activity of its hole is held fixed too. By what factor does the stress change the equilibrium concentration of the dilute dopant?

## A tempting solution

Under pressure $P$, adding an object of volume $\Delta V$ costs the work $P\Delta V$. With $P=1$ GPa,

$$
P\Delta V=-0.015\ \mathrm{GPa\,nm^3}=-1.5\times10^{-20}\ \mathrm{J}=-0.0936\ \mathrm{eV}.
$$

At 1273.15 K, $kT=0.10971$ eV. The concentration of a dilute dopant follows a Boltzmann factor, so it should rise by $\exp(0.0936/0.1097)\approx2.35$.

## Where it fails

The sign and the Boltzmann factor are right, but the work is not. The expression $P\Delta V$ assumes that the load pushes on every face of the crystal. Here nothing pushes on the free surface. The dopant also shrinks the film along $z$, but no force moves through that distance and no work is done. One third of the volume change has been credited with work that it does not receive.

The value 2.35 answers a different question: hydrostatic pressure of 1 GPa, with the same chemical potentials held fixed.

## The work done by a general stress

Count tension as positive, so that $\sigma_{xx}=\sigma_{yy}=\sigma=-1$ GPa and $\sigma_{zz}=0$. Let $V_0$ be the reference volume of the crystal, $\varepsilon_{ij}$ its mean strain and $F(\varepsilon,T)$ its Helmholtz free energy, with the atoms free to relax inside. At constant load the equilibrium state minimises

$$
G(\sigma)=\min_{\varepsilon}\left[F(\varepsilon,T)-V_0\sum_{ij}\sigma_{ij}\varepsilon_{ij}\right].
$$

The second term is minus the work done by the loads. When the stress changes by $d\sigma_{ij}$, the equilibrium strain changes as well. That change contributes nothing to first order, because the bracket is stationary in $\varepsilon$. Only the explicit dependence on stress remains:

$$
dG=-V_0\sum_{ij}\varepsilon_{ij}\,d\sigma_{ij}.
$$

Write this for a crystal with one dopant and for a perfect crystal with the same number of sites, and subtract. Let $g$ be the difference of the two values of $G$. The difference of the two strains at zero stress, multiplied by $V_0$, defines the relaxation tensor $\Omega_{ij}$ of the dopant. Integrating from zero stress gives

$$
g(\sigma)=g(0)+W,\qquad W=-\sum_{ij}\sigma_{ij}\Omega_{ij}+O(\sigma^2).
$$

For small strain the volume change is $V_0$ times the trace of the strain, so $\Omega_{xx}+\Omega_{yy}+\Omega_{zz}=\Delta V$. Isotropic relaxation makes the three terms equal and removes the off-diagonal ones: $\Omega_{ij}=(\Delta V/3)\delta_{ij}$. Therefore

$$
W=-\frac{\Delta V}{3}(\sigma_{xx}+\sigma_{yy}+\sigma_{zz})=-\frac{2\sigma\,\Delta V}{3}.
$$

Setting all three stresses to $-P$ returns $W=P\Delta V$, as it must. Biaxial compression of 1 GPa thus acts on this dopant like a pressure of 2/3 GPa.

## From work to concentration

Let each site hold either a host atom or a dopant, independently of the others. Exchanging host for dopant costs $g$, and the reservoirs supply $\mu=\mu_{\rm dopant}-\mu_{\rm host}$. The statistical weights of the two states are $1$ and $e^{(\mu-g)/kT}$. The occupied fraction $x$ therefore obeys

$$
\frac{x}{1-x}=e^{(\mu-g)/kT}.
$$

For $x\ll1$ the left side is $x$. At fixed $\mu$ the ratio of stressed to unstressed concentration is

$$
s=\frac{x(\sigma)}{x(0)}=e^{-W/kT}=\exp\!\left(\frac{2\sigma\,\Delta V}{3kT}\right).
$$

Both $\sigma$ and $\Delta V$ are negative, so the exponent is positive: compression favours a dopant that shrinks the lattice. The numbers are

$$
W=-\frac{2(-1)(-0.015)}{3}\ \mathrm{GPa\,nm^3}=-1.0\times10^{-20}\ \mathrm{J}=-0.0624\ \mathrm{eV},
$$

$$
s=\exp\!\left(\frac{0.06242}{0.10971}\right)=e^{0.569}\approx1.77.
$$

**The dilute concentration rises about 1.8 times.** Equal biaxial tension reverses the exponent and lowers the concentration to 0.57 of its unstressed value. If $\Delta V$ is uncertain by 10 per cent, $s$ lies between 1.67 and 1.87.

## A test on relaxed atoms

The elastic argument can be tested without assuming its result. In the Keating model of silicon each bond $\mathbf r$ of rest length $d$ has energy $(3\alpha/8d^2)(r^2-d^2)^2$, and each pair of bonds at an atom has energy $(3\beta/8d^2)(\mathbf r_1\!\cdot\mathbf r_2+d^2/3)^2$. If the two rest lengths differ, their product replaces $d^2$ in the pair term. The parameters are $\alpha=48$ N/m, $\beta=14$ N/m and a lattice constant of 0.543 nm.

One atom in a periodic cell of 216 is made a dopant by shortening the rest length of its four bonds from 0.2351 to 0.2084 nm. This length was chosen to give $\Delta V=-0.0150\ \mathrm{nm^3}$ at zero stress; nothing was adjusted under load.

The enthalpy difference between doped and perfect cells was then found by relaxing all atoms and the cell edges. To isolate the part linear in stress, half the difference between compression and tension was taken. For 0.1 GPa along two axes it is 1.0012 times the formula. For 0.2 GPa along one axis, which has the same trace, it is again 1.0012 times the formula. So the trace of the stress is what counts.

The excess of 0.12 per cent comes from the finite cell. The strain along each edge is $e=-0.015/(3\times4.32)=-0.00116$, where $4.32\ \mathrm{nm^3}$ is the cell volume. The formula uses the true volume change $V_0[(1+e)^3-1]\approx3V_0e(1+e)$, while the work involves $3V_0e$. Their ratio is $1-e=1.0012$.

At the full 1 GPa, cells of 64, 216 and 512 atoms give $-0.0623$, $-0.0625$ and $-0.0626$ eV. The last corresponds to a ratio of 1.77. This model has no electrons and no thermal vibrations. It tests the elastic work term, not the value of $\Delta V$ for a real dopant.

## When the dopant is ionised

An acceptor enters the crystal as a negative ion of density $c$ together with a hole. The volume $\Delta V$ then belongs to the pair. For dilute carriers, equilibrium with the source fixes the product

$$
cp=K,
$$

where $p$ is the hole density. Stress changes $K$ to $sK$. Whether $c$ also rises by $s$ depends on what happens to $p$.

Let $n$ be the electron density and $n_i$ the intrinsic density, held fixed for now. Then $np=n_i^2$, and charge neutrality requires $p=n+c$. Multiplying neutrality by $p$ gives

$$
p^2=np+cp=n_i^2+K,\qquad\text{so}\qquad c=\frac{K}{\sqrt{n_i^2+K}}.
$$

Replacing $K$ by $sK$ and dividing by the unstressed value gives the enhancement

$$
R=s\sqrt{\frac{n_i^2+K}{n_i^2+sK}}.
$$

If $K\ll n_i^2$, the holes are mostly intrinsic, $p$ hardly changes and $R\to s$. If $K\gg n_i^2$, each added ion brings a hole that opposes further ions, and $R\to\sqrt s=1.33$. For an ionised dopant, "dilute" must therefore mean dilute compared with $n_i$, a much stricter condition than few occupied sites.

Take $n_i=10^{19}\ \mathrm{cm^{-3}}$, a rough value for silicon at 1000 °C. A weak source that gives $c=10^{18}\ \mathrm{cm^{-3}}$ without stress has $p=1.051\times10^{19}\ \mathrm{cm^{-3}}$, hence $K=0.105\,n_i^2$ and

$$
R=1.766\sqrt{\frac{1.105}{1+1.766\times0.105}}\approx1.71.
$$

A strong source that gives $10^{20}\ \mathrm{cm^{-3}}$ has $R=1.33$. At that density the hole activity is already 15 per cent above its dilute value, for a rough valence density of states of $2.5\times10^{20}\ \mathrm{cm^{-3}}$. This excess grows with $p$ and opposes further ions, so by itself it puts the enhancement somewhat below 1.33.

## Boron in silicon

The parameters are roughly those of boron in silicon, whose solubility near 1000 °C is of order $10^{20}\ \mathrm{cm^{-3}}$. That is above $n_i$. The factor 1.8 thus applies, before band shifts are counted, only to boron supplied by a very weak source. At the solubility limit itself, carrier feedback brings the estimate down to about 1.3. This still assumes that the source is unstressed; a boron-rich phase inside the film would feel the stress, and its chemical potential would acquire a work term of its own.

Stress also moves the band edges. With the elastic constants of the model, $C_{11}=166$ and $C_{12}=63$ GPa, the in-plane strain is $-0.55$ per cent and the normal strain is $+0.42$ per cent. The sum of the three strains is $-0.69$ per cent. A rough gap deformation potential of 1.5 eV then narrows the gap by 10 meV.

The shear part of the strain splits the band edges without moving their mean. Of every three equivalent states, two gain a weight $e^{y}$ and one a weight $e^{-2y}$, where $y$ is the smaller shift divided by $kT$. The average, $(2e^{y}+e^{-2y})/3=1+y^2+\dots$, has no linear term. Rough shear potentials of 9.0 eV for the conduction valleys and 2.2 eV for the valence states give factors of 1.065 and 1.036. The valence estimate gives the three states equal weight and the same isotropic mass. Silicon's valence bands are strongly warped, and a rough effective-mass estimate that includes this gives a smaller valence factor, about 1.01 to 1.02; the final ratio below would then fall by about 1 per cent. With the simpler factors, the intrinsic density changes by

$$
\sqrt{1.065\times1.036\times e^{10.3/109.7}}\approx1.10.
$$

For $c\ll n_i$ the concentration is $K/n_i$. The valence factor also multiplies $K$, because it counts the states open to the hole. The enhancement becomes $1.766\times1.036/1.10\approx1.66$. Band shifts thus lower the result for a very dilute ion by about 6 per cent.

A smaller correction concerns the displaced host atom. Suppose it joins the free surface of the stressed film instead of an unstressed reservoir. It must then take up the film's in-plane strain, which costs the elastic energy $\tfrac12(2\sigma\varepsilon_{xx})v=0.7$ meV, where $v=0.020\ \mathrm{nm^3}$ is the volume per atom. The atom is added already compressed, so the loads do no work to pay for this, and $s$ falls by 0.6 per cent. The output lists the same amount with a minus sign, because its enthalpy also subtracts the work that loads would do in compressing the atom from its unstrained size.

The result also assumes that the film keeps its stress. If a substrate fixes the film's in-plane size, the dopant itself relieves part of the compression. At $c=10^{20}\ \mathrm{cm^{-3}}$ it would shrink a free film by $c|\Delta V|/3=0.05$ per cent along each axis; multiplied by the biaxial modulus of 181 GPa, this is a loss of about 0.09 GPa. For a very dilute dopant the loss is negligible. At 1000 °C dislocations can also glide and relax the stress. A dislocation threading a film of thickness $h$ is driven by a force of about $|\sigma|bh/2$ and held back by a line tension of about $Gb^2/2$, where $b$ is the length of its Burgers vector and $G$ the shear modulus. The two balance at

$$
h\sim\frac{Gb}{|\sigma|}=\frac{68\times0.384}{1}\ \mathrm{nm}\approx26\ \mathrm{nm}.
$$

This is an order of magnitude, not a design limit. A much thicker film may lose part of its stress during the anneal. Since the exponent is proportional to stress, losing half of it reduces $s$ from 1.77 to 1.33, and losing all of it removes the enhancement. The numerical output below lists the main values used here.

## Numbers as computed

```
Temperature: 1273.15 K
Thermal energy kT: 0.10971 eV
Relaxation volume: -0.0150 nm^3
In-plane stress: -1.0 GPa
Equivalent pressure: 0.6667 GPa
Interaction energy, linear law: -0.06242 eV
Interaction energy, linear law: -1.000e-20 J
Exponent: 0.5689
Solubility ratio s: 1.7663
Ratio under equal biaxial tension: 0.5661
Ratio under 1 GPa hydrostatic pressure: 2.3475
Ratio from grand-canonical sum: 1.76630
Ratio if volume is 10% smaller in size: 1.6686
Ratio if volume is 10% larger in size: 1.8697
Lattice constant (rough): 0.543 nm
Keating stretch constant (rough): 48.0 N/m
Keating bend constant (rough): 14.0 N/m
Host bond length: 0.2351 nm
Adjusted dopant rest bond length: 0.2084 nm
Small biaxial load, model / law: 1.0012
Small uniaxial load, model / law: 1.0012
64 atoms: volume -0.01491 nm^3, interaction -0.06228 eV
216 atoms: volume -0.01500 nm^3, interaction -0.06250 eV
512 atoms: volume -0.01502 nm^3, interaction -0.06256 eV
Shift of interaction, 216 to 512 atoms: -0.055 meV
Model ratio at 1 GPa, 512 atoms: 1.7686
Even part at 1 GPa: -0.014 meV
Even part at 0.5 GPa: -0.003 meV
Host-atom elastic enthalpy: -0.690 meV
C11: 165.7 GPa
C12: 62.6 GPa
Biaxial modulus: 181.1 GPa
In-plane strain: -0.552 %
Normal strain: 0.417 %
Intrinsic density (rough): 1.0e+19 cm^-3
Weak source, unstressed dopant density: 1.0e+18 cm^-3
Weak source, unstressed hole density: 1.051e+19 cm^-3
Weak source, ratio with carrier feedback: 1.7053
Weak source, hole activity excess: 1.50 %
Weak source, site fraction: 2.00e-05
Strong source, unstressed dopant density: 1.0e+20 cm^-3
Strong source, unstressed hole density: 1.010e+20 cm^-3
Strong source, ratio with carrier feedback: 1.3319
Strong source, hole activity excess: 15.26 %
Strong source, site fraction: 2.00e-03
Square root of s: 1.3290
Valence density of states (rough): 2.5e+20 cm^-3
Gap deformation potential (rough): 1.5 eV
Valley shear potential (rough): 9.0 eV
Valence shear potential (rough): 2.2 eV
Hydrostatic gap shift (rough): -10.3 meV
Valley shear factor (rough): 1.065
Valence shear factor (rough): 1.036
Intrinsic density ratio (rough): 1.101
Dilute ion ratio with band shifts (rough): 1.66
Shear modulus (rough): 68 GPa
Burgers vector length: 0.384 nm
Film thickness limit, order of magnitude: 26 nm
```
